# Potential near an ion in a simple cubic lattice with neutralising background: test program

```python
"""Potential of a simple cubic lattice of unit charges in a neutralising background.

Result under test (Hartree atomic units, spacing L, V = L^3, zero cell average):
  psi(r) = 1/r - alpha/L + 2 pi r^2/(3V)
           + (B/L^5) (x^4 + y^4 + z^4 - 3 r^4/5) + O(r^6/L^7),
  B = (175/48) sum over nonzero integer vectors n of K(n/|n|)/|n|^5,
  K(unit vector) = x^4 + y^4 + z^4 - 3/5.
The regular potential is psi - 1/r. Tests use L = 1 unless a box is given.
"""
import numpy as np
from scipy.special import erf, erfc, eval_legendre
from scipy.constants import physical_constants


def integer_vectors(cut):
    axis = np.arange(-cut, cut + 1)
    grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    vectors = grid.reshape(3, -1).T.astype(float)
    return vectors[np.any(vectors != 0, axis=1)]


def regular_potential(points, box=(1.0, 1.0, 1.0), eta=np.sqrt(np.pi)):
    """Ewald potential minus 1/r for an orthorhombic box."""
    points = np.atleast_2d(np.asarray(points, float))
    box = np.asarray(box, float)
    volume = np.prod(box)
    integers = integer_vectors(6)
    waves = 2 * np.pi * integers / box
    wave_sq = np.sum(waves**2, axis=1)
    weights = 4 * np.pi / volume * np.exp(-wave_sq / (4 * eta**2)) / wave_sq
    reciprocal = np.cos(points @ waves.T) @ weights
    separation = np.linalg.norm(
        points[:, None, :] - (integers * box)[None, :, :], axis=2)
    real_space = np.sum(erfc(eta * separation) / separation, axis=1)
    radius = np.linalg.norm(points, axis=1)
    safe = np.where(radius > 0, radius, 1.0)
    own_charge = np.where(radius > 0, erf(eta * safe) / safe,
                          2 * eta / np.sqrt(np.pi))
    return reciprocal + real_space - own_charge - np.pi / (volume * eta**2)


def cubic_harmonic(unit_vectors):
    return np.sum(np.asarray(unit_vectors)**4, axis=-1) - 0.6


def background_integral(point, side):
    """Integral of 1/distance over a cube, by pyramids from an interior point."""
    nodes, weights = np.polynomial.legendre.leggauss(48)
    total = 0.0
    for axis in range(3):
        j, k = [i for i in range(3) if i != axis]
        u = side / 2 * nodes[:, None] - point[j]
        v = side / 2 * nodes[None, :] - point[k]
        area = (side / 2)**2 * weights[:, None] * weights[None, :]
        for sign in (-1, 1):
            height = side / 2 - sign * point[axis]
            total += 0.5 * height * np.sum(
                area / np.sqrt(height**2 + u**2 + v**2))
    return total


def extrapolate(small_value, large_value, small_side, large_side):
    """Remove the leading inverse-square dependence on cluster side."""
    return ((large_side**2 * large_value - small_side**2 * small_value)
            / (large_side**2 - small_side**2))


# Angular quadrature with weights normalised to one.
mu, mu_weights = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * (np.arange(48) + 0.5) / 48
sine = np.sqrt(1 - mu**2)
sphere = np.stack([np.outer(sine, np.cos(phi)), np.outer(sine, np.sin(phi)),
                   np.outer(mu, np.ones(48))], axis=-1).reshape(-1, 3)
sphere_weights = np.repeat(mu_weights / 2, 48) / 48

# The Ewald result must not depend on the splitting parameter.
probe = np.array([[0.13, 0.21, -0.08], [0.0, 0.0, 0.0]])
eta_change = np.max(np.abs(regular_potential(probe)
                           - regular_potential(probe, eta=2.3)))
assert eta_change < 1e-11

alpha = -regular_potential([0, 0, 0])[0]

# Separate angular components on a finite sphere.
test_radius = 0.3
sphere_values = regular_potential(test_radius * sphere)
mean_value = sphere_weights @ sphere_values
quadratic_coefficient = (mean_value + alpha) / test_radius**2
assert abs(quadratic_coefficient - 2 * np.pi / 3) < 1e-10
p2 = eval_legendre(2, sphere[:, 2])
l2_cubic = (5 * sphere_weights @ (sphere_values * p2)) / test_radius**2
assert abs(l2_cubic) < 1e-10
harmonic = cubic_harmonic(sphere)
B_ewald = (sphere_weights @ (sphere_values * harmonic)
           / (sphere_weights @ harmonic**2) / test_radius**4)

# Explicit charge sums and background quadrature for growing cubic clusters.
sides, constants, quartic_sums = [], [], []
for cut in (20, 40):
    vectors = integer_vectors(cut)
    distances = np.linalg.norm(vectors, axis=1)
    side = 2 * cut + 1
    sides.append(side)
    constants.append(np.sum(1 / distances)
                     - background_integral(np.zeros(3), side))
    quartic_sums.append(175 / 48 * np.sum(
        cubic_harmonic(vectors / distances[:, None]) / distances**5))
cluster_constant = extrapolate(*constants, *sides)
average_shift = np.pi / 6
alpha_direct = -(cluster_constant - average_shift)
B_direct = extrapolate(*quartic_sums, *sides)
# Extrapolation leaves errors of inverse fourth order in cluster side.
assert abs(alpha_direct - alpha) < 2e-6
assert abs(B_direct - B_ewald) < 2e-5
nearest = np.vstack([np.eye(3), -np.eye(3)])
B_nearest = 175 / 48 * np.sum(cubic_harmonic(nearest))

# Assign the position dependence to charges and background separately.
directions = {"100": np.array([1.0, 0, 0]),
              "110": np.array([1.0, 1, 0]) / np.sqrt(2),
              "111": np.ones(3) / np.sqrt(3)}
source_radius = 0.2
source_rows = []
for name, direction in directions.items():
    point = source_radius * direction
    charge_change = np.sum(1 / np.linalg.norm(vectors - point, axis=1)
                           - 1 / distances)
    background_change = -(background_integral(point, side)
                          - background_integral(np.zeros(3), side))
    ewald_change = regular_potential(point)[0] + alpha
    # Finite-cluster quartic tails are below these tolerances.
    assert abs(background_change - 2 * np.pi * source_radius**2 / 3) < 5e-6
    assert abs(charge_change + background_change - ewald_change) < 5e-6
    source_rows.append((name, charge_change, background_change, ewald_change))

# Check the first omitted angular order, with the following order included.
small_radius = 0.05
sixth_order = {}
for name, direction in directions.items():
    cosines = np.clip(vectors @ direction / distances, -1, 1)
    sixth = np.sum(eval_legendre(6, cosines) / distances**7)
    eighth = np.sum(eval_legendre(8, cosines) / distances**9)
    remainder = (regular_potential(small_radius * direction)[0] + alpha
                 - 2 * np.pi * small_radius**2 / 3
                 - B_ewald * small_radius**4 * cubic_harmonic(direction))
    assert abs(remainder / small_radius**6
               - sixth - eighth * small_radius**2) < 1e-3
    sixth_order[name] = sixth

# Lower symmetry must allow l=2 but keep the mean quadratic coefficient.
tetragonal_box = np.array([1.0, 1.0, 1.2])
tetragonal_volume = np.prod(tetragonal_box)
tetragonal_values = regular_potential(test_radius * sphere, tetragonal_box)
tetragonal_origin = regular_potential([0, 0, 0], tetragonal_box)[0]
tetragonal_quadratic = ((sphere_weights @ tetragonal_values
                         - tetragonal_origin) / test_radius**2)
l2_tetragonal = (5 * sphere_weights @ (tetragonal_values * p2)
                 / test_radius**2)
assert abs(tetragonal_quadratic - 2 * np.pi / (3 * tetragonal_volume)) < 1e-10
assert abs(l2_tetragonal) > 0.05

print("Dimensionless results for L = 1")
print(f"alpha, Ewald: {alpha:.9f}")
print(f"alpha, cluster sums: {alpha_direct:.7f}")
print(f"charges plus background constant: {cluster_constant:.7f}")
print(f"average to subtract, pi/6: {average_shift:.7f}")
print(f"r^2 coefficient, sphere mean: {quadratic_coefficient:.9f}")
print(f"2 pi/3: {2 * np.pi / 3:.9f}")
print(f"B, Ewald projection: {B_ewald:.8f}")
print(f"B, cluster sums: {B_direct:.6f}")
print(f"B from six nearest charges only: {B_nearest:.6f}")
print(f"cluster side used for source split: {side:d} L")
print(f"Changes from origin at r = {source_radius:.1f} L, units 1/L")
print("direction  other charges  background  Ewald regular part")
for name, charges, background, total in source_rows:
    print(f"[{name}] {charges:+.7f} {background:+.7f} {total:+.7f}")
for name, value in sixth_order.items():
    print(f"r^6 coefficient along [{name}], units 1/L^7: {value:+.6f}")
print("Tetragonal control: a = b = 1, c = 1.2 (dimensionless)")
print(f"mean r^2 coefficient: {tetragonal_quadratic:.7f}")
print(f"coefficient of r^2 P2(cos theta): {l2_tetragonal:+.7f}")

length = 20.0
hartree_ev = physical_constants["Hartree energy in eV"][0]
energy = -alpha / (2 * length)
print(f"Example: L = {length:.1f} bohr, V = {length**3:.1f} bohr^3")
print(f"constant -alpha/L: {-alpha / length:+.8f} hartree/e")
print(f"cell energy: {energy:+.8f} hartree = {energy * hartree_ev:+.5f} eV")
print("Potentials below in hartree/e; r in bohr")
for radius in (2.0, 4.0, 8.0):
    quadratic = 2 * np.pi * radius**2 / (3 * length**3)
    print(f"r={radius:.1f}: 1/r={1 / radius:.8f}, r^2 term={quadratic:.8f}")
    for name, direction in directions.items():
        quartic = (B_ewald * radius**4 * cubic_harmonic(direction)
                   / length**5)
        series = 1 / radius - alpha / length + quadratic + quartic
        exact = (1 / radius
                 + regular_potential(radius * direction / length)[0] / length)
        print(f"[{name}] l4={quartic:+.8f} series={series:+.8f} "
              f"Ewald={exact:+.8f} error={series - exact:+.2e}")

print("checks complete")
```

It prints:

```
Dimensionless results for L = 1
alpha, Ewald: 2.837297479
alpha, cluster sums: 2.8372975
charges plus background constant: -2.3136987
average to subtract, pi/6: 0.5235988
r^2 coefficient, sphere mean: 2.094395102
2 pi/3: 2.094395102
B, Ewald projection: 7.77056671
B, cluster sums: 7.770567
B from six nearest charges only: 8.750000
cluster side used for source split: 81 L
Changes from origin at r = 0.2 L, units 1/L
direction  other charges  background  Ewald regular part
[100] +0.0050181 +0.0837761 +0.0887941
[110] -0.0012982 +0.0837757 +0.0824776
[111] -0.0032477 +0.0837756 +0.0805279
r^6 coefficient along [100], units 1/L^7: +0.573329
r^6 coefficient along [110], units 1/L^7: -0.931660
r^6 coefficient along [111], units 1/L^7: +1.019252
Tetragonal control: a = b = 1, c = 1.2 (dimensionless)
mean r^2 coefficient: 1.7453293
coefficient of r^2 P2(cos theta): -0.9368295
Example: L = 20.0 bohr, V = 8000.0 bohr^3
constant -alpha/L: -0.14186487 hartree/e
cell energy: -0.07093244 hartree = -1.93017 eV
Potentials below in hartree/e; r in bohr
r=2.0: 1/r=0.50000000, r^2 term=0.00104720
[100] l4=+0.00001554 series=+0.35919786 Ewald=+0.35919790 error=-3.03e-08
[110] l4=-0.00000389 series=+0.35917844 Ewald=+0.35917839 error=+4.57e-08
[111] l4=-0.00001036 series=+0.35917196 Ewald=+0.35917201 error=-5.14e-08
r=4.0: 1/r=0.25000000, r^2 term=0.00418879
[100] l4=+0.00024866 series=+0.11257257 Ewald=+0.11257483 error=-2.26e-06
[110] l4=-0.00006216 series=+0.11226175 Ewald=+0.11225900 error=+2.75e-06
[111] l4=-0.00016577 series=+0.11215814 Ewald=+0.11216152 error=-3.38e-06
r=8.0: 1/r=0.12500000, r^2 term=0.01675516
[100] l4=+0.00397853 series=+0.00386882 Ewald=+0.00410097 error=-2.32e-04
[110] l4=-0.00099463 series=-0.00110435 Ewald=-0.00123573 error=+1.31e-04
[111] l4=-0.00265235 series=-0.00276207 Ewald=-0.00252968 error=-2.32e-04
checks complete
```
